# Mixed-valence surfaces, charge localisation and Hush's coupling from band intensity

A complex contains two equivalent metal sites, A and B, and one mobile electron. With the electron on a given site, the ligands and surroundings relax around that site. Electronic coupling between the sites opposes this trapping, and light can move the electron from one site to the other. The problem is to find when the charge is trapped, and what the absorption band says about the coupling.

Let $|A\rangle$ and $|B\rangle$ be orthonormal states with the electron on A or B. These are the diabatic states: their character does not change as the nuclei move. Their coupling is $H_{AB}=-V$, with $V>0$ independent of geometry. Nuclei are classical and respond linearly to the charge. Energies, including $k_BT$, are expressed as wavenumbers in cm⁻¹, distances in Å and dipoles in $e$Å, the natural units for band data.

## (a) Reduce the nuclear motion to one coordinate

**Question.** Each site has a breathing coordinate $q_A$ or $q_B$ with force constant $k$. The electron adds an energy $gq$ on the site it occupies. Find the diabatic energies in terms of the reorganisation energy $\lambda$.

**Solution.** Define $q_\pm=(q_A\pm q_B)/\sqrt2$. Then $q_A^2+q_B^2=q_+^2+q_-^2$ and $q_{A,B}=(q_+\pm q_-)/\sqrt2$, so

$$H_{AA,BB}=\left[\tfrac12kq_+^2+\frac{g}{\sqrt2}q_+\right]+\tfrac12kq_-^2\pm\frac{g}{\sqrt2}q_- ,$$

with the upper sign for A. The bracket is the same in both states. It shifts both surfaces equally and cannot favour either site, so $q_+$ separates off.

Let $d=g/(\sqrt2k)$. Since $kd=g/\sqrt2$, completing the square gives

$$\tfrac12kq_-^2\pm\frac{g}{\sqrt2}q_-=\tfrac12k(q_-\pm d)^2-\tfrac12kd^2 .$$

The reorganisation energy is the energy of state B at the minimum of A, measured from the minimum of B. These minima are $2d$ apart, hence

$$\lambda=\tfrac12k(2d)^2=2kd^2=\frac{g^2}{k}.$$

With $y=q_-/d$ and $\tfrac12kd^2=\lambda/4$, the diabatic energies are

$$H_{AA}=\frac{\lambda}{4}(y+1)^2,\qquad H_{BB}=\frac{\lambda}{4}(y-1)^2 .$$

A common constant has been dropped. It is $-\lambda/2$ when $q_+$ is at its minimum: $-\lambda/4$ comes from each coordinate. The relaxed electron sits on A at $y=-1$ and on B at $y=+1$.

## (b) Find the adiabatic surfaces and their charge distribution

**Question.** Diagonalise the two-state Hamiltonian at fixed $y$.

**Solution.** The mean diabatic energy is $\lambda(1+y^2)/4$ and the difference is $H_{AA}-H_{BB}=\lambda y$. A symmetric two-by-two matrix has eigenvalues equal to its mean diagonal element plus or minus the root of half the difference squared plus the coupling squared:

$$E_\pm(y)=\frac{\lambda}{4}(1+y^2)\pm\frac{\Delta}{2},\qquad \Delta(y)=\sqrt{\lambda^2y^2+4V^2}.$$

Thus $\Delta$ is the vertical gap. For the eigenvectors, define an angle $0<\theta<\pi$ by $\Delta\cos\theta=-\lambda y$ and $\Delta\sin\theta=2V$. After subtraction of the mean, the matrix is

$$\frac{\Delta}{2}\begin{pmatrix}-\cos\theta&-\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}.$$

Multiplication confirms that its eigenvectors, for eigenvalues $-\Delta/2$ and $+\Delta/2$, are

$$|-\rangle=\cos\tfrac\theta2|A\rangle+\sin\tfrac\theta2|B\rangle,\qquad |+\rangle=-\sin\tfrac\theta2|A\rangle+\cos\tfrac\theta2|B\rangle .$$

On the lower surface the populations therefore differ by

$$n_A-n_B=\cos^2\tfrac\theta2-\sin^2\tfrac\theta2=\cos\theta=-\frac{\lambda y}{\Delta}.$$

## (c) Find when the charge localises

**Question.** Locate the minima of $E_-$, and find the barrier between them where there are two.

**Solution.** Because $d\Delta/dy=\lambda^2y/\Delta$, the slope is

$$\frac{dE_-}{dy}=\frac{\lambda y}{2}-\frac{\lambda^2y}{2\Delta}=\frac{\lambda y}{2}\left(1-\frac{\lambda}{\Delta}\right).$$

A stationary point has $y=0$ or $\Delta=\lambda$. The second condition gives

$$y_{\min}^2=1-\left(\frac{2V}{\lambda}\right)^2,$$

which supplies two further points if $2V<\lambda$. Between them $\Delta<\lambda$, so the slope has the sign of $-y$ and the energy falls away from the centre. Outside them it rises. They are minima, and $y=0$ is the barrier top.

If $2V\ge\lambda$, then $\Delta>\lambda$ at every $y\ne0$. The energy rises on both sides of $y=0$, the single minimum, where the electron is shared equally. The transition is therefore at $2V=\lambda$. The central curvature also changes sign there:

$$E_-''(0)=\frac{\lambda}{2}\left(1-\frac{\lambda}{2V}\right).$$

In the localised regime $\Delta=\lambda$ at a minimum, so $|n_A-n_B|=|y_{\min}|$. The energy there is

$$E_-(y_{\min})=\frac{\lambda}{4}\left(2-\frac{4V^2}{\lambda^2}\right)-\frac{\lambda}{2}=-\frac{V^2}{\lambda}.$$

Since $E_-(0)=\lambda/4-V$, the barrier is

$$E_b=\frac{\lambda}{4}-V+\frac{V^2}{\lambda}=\frac{(\lambda-2V)^2}{4\lambda}.$$

At weak coupling it tends to $\lambda/4$, the crossing energy of the two parabolas. At the transition, $\Delta=\lambda\sqrt{1+y^2}=\lambda(1+y^2/2-y^4/8+\cdots)$. The quadratic terms in $E_-$ cancel, leaving

$$E_-=-\frac{\lambda}{4}+\frac{\lambda y^4}{16}+\cdots .$$

The surface is flat to second order but still has one minimum. This is a change in the shape of a potential surface, not a thermodynamic phase transition. Near it the barrier can be smaller than $k_BT$, and tunnelling and zero-point motion, absent from classical nuclei, also blur the distinction.

## (d) Relate the coupling to the transition dipole

**Question.** Let the diabatic charge centres be a distance $r$ apart, and let the dipole operator be diagonal in the diabatic states. Find the transition dipole at any geometry.

**Solution.** Put the origin midway between the centres, with A at $-r/2$. The electron has charge $-e$, so the diabatic dipoles along the axis are $+er/2$ for A and $-er/2$ for B. Moving the origin would add the same constant to both and would not alter the results below. With the eigenvectors from (b),

$$\mu_{12}=\langle-|\mu|+\rangle=\frac{er}{2}\left(-2\sin\tfrac\theta2\cos\tfrac\theta2\right)=-\frac{er}{2}\sin\theta=-\frac{erV}{\Delta}.$$

The sign depends on the phases chosen for the states. The magnitude gives

$$V=\frac{|\mu_{12}|\Delta}{er}.$$

The band borrows its intensity from the mixing of the sites: without coupling, this model has no transition dipole. The difference of the adiabatic dipoles is $\Delta\mu=\mu_{--}-\mu_{++}=er\cos\theta$, and therefore

$$(\Delta\mu)^2+4\mu_{12}^2=(er)^2 .$$

The distance in the coupling formula is thus the diabatic $r$, not $|\Delta\mu|/e$. At a localised minimum $|\Delta\mu|=er|y_{\min}|$, so replacing $er$ by $|\Delta\mu|$ multiplies the inferred $V$ by $1/|y_{\min}|$. At a delocalised minimum $\Delta\mu=0$ and $\Delta=2V$. The coupling is then half the vertical gap, with no need for an intensity.

## (e) Convert a transition dipole into molar absorption

**Question.** Find the absorption coefficient of randomly oriented molecules at fixed geometry, omitting refractive-index and local-field factors.

**Solution.** Let $\omega_0$ be the transition's angular frequency, $\chi$ the angle between molecular axis and field, and $\hat{\mathcal E}(\omega)=\int\mathcal E(t)e^{i\omega t}dt$. For a weak pulse, first-order perturbation theory gives the excitation probability $|\mu_{12}|^2\cos^2\chi\,|\hat{\mathcal E}(\omega_0)|^2/\hbar^2$. The orientational average of $\cos^2\chi$ is $1/3$. Multiplying by $\hbar\omega_0$ gives the absorbed energy

$$W=\frac{\omega_0|\mu_{12}|^2}{3\hbar}|\hat{\mathcal E}(\omega_0)|^2 .$$

The pulse energy per area is $\varepsilon_0c\int\mathcal E^2dt=(\varepsilon_0c/\pi)\int_0^\infty|\hat{\mathcal E}|^2d\omega$. Weighting this spectrum by the cross-section $\sigma(\omega)$ must reproduce $W$, so

$$\sigma(\omega)=\frac{\pi\omega|\mu_{12}|^2}{3\varepsilon_0\hbar c}\delta(\omega-\omega_0).$$

Molar absorption $\epsilon$ is defined with powers of ten, which brings in $\ln10$. Since 1 L mol⁻¹ cm⁻¹ is 0.1 m² mol⁻¹, $\epsilon=10N_A\sigma/\ln10$ for $\sigma$ in m². The product $\omega\,\delta(\omega-\omega_0)$ keeps its form when frequency is replaced by wavenumber $\nu$. Hence

$$\epsilon(\nu)=K\nu|\mu_{12}|^2\delta(\nu-\Delta),\qquad K=\frac{10\pi N_A}{3\ln10\,\varepsilon_0\hbar c}$$

for dipoles in C m. Multiplying $K$ by the square of $1\,e$Å in C m gives $K=2511.5$ L mol⁻¹ cm⁻¹ ($e$Å)⁻². From here on $K$ has this value, and $er$ in $e$Å is numerically $r$ in Å.

## (f) Find the thermal band and its moment

**Question.** Average over classical nuclei on the lower surface. Which property of the band gives $V$ without knowledge of the nuclear distribution?

**Solution.** The averaged band is $\epsilon(\nu)=K\nu\langle|\mu_{12}|^2\delta(\nu-\Delta)\rangle$. Multiplying by $\nu$ and integrating gives

$$\int\epsilon(\nu)\,\nu\,d\nu=K\langle|\mu_{12}|^2\Delta^2\rangle=Kr^2V^2 ,$$

because $|\mu_{12}|\Delta=rV$ at every $y$. The first moment of the band therefore gives $V$ on either side of the transition, within this model.

For the shape, substitute $y^2=(\Delta^2-4V^2)/\lambda^2$ into $E_-$:

$$E_-=\frac\lambda4+\frac{\Delta^2-4V^2}{4\lambda}-\frac\Delta2=\frac{(\Delta-\lambda)^2}{4\lambda}-\frac{V^2}{\lambda}.$$

The Boltzmann factor is Gaussian in the gap. Changing variable from $y$ to $\Delta$ brings in

$$\left|\frac{dy}{d\Delta}\right|=\frac{\Delta}{\lambda\sqrt{\Delta^2-4V^2}} .$$

The intensity factor $K\nu|\mu_{12}|^2=Kr^2V^2/\nu$ cancels the numerator, and

$$\epsilon(\nu)\propto\frac{\exp[-(\nu-\lambda)^2/(4\lambda k_BT)]}{\sqrt{\nu^2-4V^2}},\qquad \nu>2V .$$

In the delocalised regime the Gaussian centre $\lambda$ is not above the edge $2V$. Both factors then fall as $\nu$ increases, giving a one-sided band. The sharp edge and its integrable divergence belong to the classical static treatment; with quantum nuclei the band consists of vibronic lines. In the delocalised regime the upper surface is stiffer than the lower, so zero-point energy places the strongest line above $2V$. Absorption below $2V$ then comes from hot bands, which fade on cooling, and from weak vibrational lines of the lower surface. For $\lambda=8000$ cm⁻¹, $V=5000$ cm⁻¹ and a 450 cm⁻¹ mode at 300 K, the strongest line lies about 190 cm⁻¹ above $2V$ and under 1% of the area lies below it. When $2V\ll\lambda$ and the edge is far in the wing, the Gaussian factor sets the main shape. The other factor, then close to $1/\nu$, lowers the peak by about $2k_BT$ and slightly widens the band. The Gaussian factor alone falls to half at $|\nu-\lambda|=\sqrt{4\ln2\,\lambda k_BT}$, so its full width is $\sqrt{16\ln2\,\lambda k_BT}$. This classical width requires vibrational quanta small compared with $2k_BT$. For a harmonic mode of wavenumber $\Omega$, quantum motion replaces $k_BT$ in the weak-coupling width by $(\Omega/2)\coth(\Omega/2k_BT)$, which is larger, so stiff metal–ligand modes give a broader band than the classical formula predicts for the same $\lambda$ and temperature.

## (g) Obtain Hush's formula

**Question.** Express $V$ through the height $\epsilon_{\max}$, position $\nu_{\max}$ and full width at half maximum $w$ of a Gaussian band.

**Solution.** Write $s=\nu-\nu_{\max}$ and $\epsilon=\epsilon_{\max}\exp(-4\ln2\,s^2/w^2)$, which is half its maximum at $s=\pm w/2$. Extend the integral over the whole line, which is justified when the tail below $\nu=0$ is negligible. In $\nu=\nu_{\max}+s$ the odd term integrates to zero, leaving

$$\int\epsilon\,\nu\,d\nu=\epsilon_{\max}\nu_{\max}w\sqrt{\frac{\pi}{4\ln2}} .$$

Equating this to $Kr^2V^2$ gives

$$V=\frac{C}{r}\sqrt{\epsilon_{\max}\nu_{\max}w},\qquad C=\left[\frac1K\sqrt{\frac{\pi}{4\ln2}}\right]^{1/2}=0.02059,$$

for $r$ in Å, $\nu_{\max}$ and $w$ in cm⁻¹, and $\epsilon_{\max}$ in L mol⁻¹ cm⁻¹.

## (h) Apply the results

**Question.** Take $\lambda=8000$ cm⁻¹, $r=7$ Å and $T=300$ K. Compare surfaces for several couplings, then recover $V=600$ cm⁻¹ from its thermal band.

**Solution.** For $V=600$ cm⁻¹, $2V/\lambda=0.150$. Hence $|y_{\min}|=\sqrt{1-0.0225}=0.989$, the barrier is $6800^2/32000=1445$ cm⁻¹, and $|\mu_{12}|=7\times600/8000=0.525$ $e$Å. The same formulas give the other rows, with energies in cm⁻¹ and dipoles in $e$Å:

| $V$ | $\lvert y_{\min}\rvert$ | Barrier | Gap | $\lvert\mu_{12}\rvert$ |
|---:|---:|---:|---:|---:|
| 600 | 0.989 | 1445 | 8000 | 0.525 |
| 2000 | 0.866 | 500 | 8000 | 1.750 |
| 3500 | 0.484 | 31 | 8000 | 3.063 |
| 5000 | 0 | 0 | 10000 | 3.500 |

The first three cases are localised by the shape of the surface. At $V=3500$ cm⁻¹, however, the barrier is well below $k_BT=209$ cm⁻¹, so the two wells do not hold the charge against thermal motion. Using the value of $|\Delta\mu|/e$ at the minimum for $r$ there would multiply the inferred coupling by $1/0.484=2.07$; thermal averages of $|\Delta\mu|$ give factors between 2.0 and 2.4, depending on the weighting. At $V=600$ cm⁻¹ the same replacement raises it by only about 1%.

For $V=600$ cm⁻¹, the thermal band from (f) was evaluated numerically. Its prefactor is $2Kr^2V^2/(\lambda Z)$, where $Z=\int\exp[-(E_-+V^2/\lambda)/k_BT]\,dy$ normalises the Boltzmann factor and the 2 counts the two values $\pm y$ that share each gap. Its main peak has $\epsilon_{\max}=1241.6$ L mol⁻¹ cm⁻¹, $\nu_{\max}=7546.5$ cm⁻¹ and $w=4452.9$ cm⁻¹. The peak lies below $\lambda$ because the inverse square root in the band shape favours smaller $\nu$. The Gaussian factor alone would have width 4301 cm⁻¹. Hush's formula gives

$$V=\frac{0.02059}{7}\sqrt{1241.6\times7546.5\times4452.9}\approx601\ \text{cm}^{-1},$$

or 0.00274 hartree. The error is 0.13% relative to the input coupling. Numerical summation of the first moment over the thermal distribution returns 600 cm⁻¹.

Two approximations can be judged from the same distribution. The upper surface holds a fraction $6\times10^{-7}$ of the population, so its neglect is harmless here. The first 100 cm⁻¹ above the edge at $2V=1200$ cm⁻¹ contain 0.07% of the band area, so the edge divergence hardly matters to the integrated intensity.

The close recovery of $V$ shows that reading this band as a Gaussian costs little. It does not test the two-state model, which generated the band. In a real complex, a bridge state, or a diabatic transition dipole at geometries away from $y=0$, would break the relation $|\mu_{12}|\Delta=erV$. A geometry-dependent coupling $V(y)$ leaves that relation valid at each geometry, but the first moment then gives the thermal average $\langle V^2\rangle$ rather than a single $V^2$. An uncertain $r$ enters directly, since the inferred coupling varies as $1/r$. For a complex in solution, the refractive-index and local-field factors omitted in (e) also affect the coupling inferred from the intensity.

Numbers in the example were calculated in double precision.
